\section*{Richter-Wang-Ley Raman lines of silicon nanocrystals and the inferred diameter}

\section{What a spectrum can fix}

In the Richter-Wang-Ley model, a zone-centre optical phonon of a nanocrystal of diameter $D$ is multiplied by the envelope
\begin{equation}
W(r)=e^{-\kappa r^2/D^2}=e^{-r^2/s^2},\qquad s=D/\sqrt{\kappa}.
\label{env}
\end{equation}
The number $\kappa$ sets how strongly the vibration is confined. The second form shows that $D$ and $\kappa$ enter through the single length $s$. A spectrum can therefore determine $s$, and it gives a diameter once $\kappa$ has been chosen.

Let the dispersion near the zone centre be $\omega=\omega_0-cq^2$, and let the natural line have full width $\Gamma=2\gamma$. With frequencies in cm$^{-1}$ and $q$ in rad/nm, $c$ has the unit cm$^{-1}$\,nm$^2$. The downward peak shift $\Delta$ can depend on $c$, $s$ and $\gamma$ alone, so dimensions require
\begin{equation}
\Delta=\frac{c}{s^2}\,\nu\!\left(\frac{\gamma s^2}{c}\right),
\qquad D=\sqrt{\kappa c}\;F(\Delta,\gamma).
\label{scale}
\end{equation}
The second relation follows because fixed $\Delta$ and $\gamma$ fix $s^2/c$. The factor $\sqrt\kappa$ holds for any dispersion. The factor $\sqrt c$ needs a quadratic dispersion over the wavevectors that matter.

Two choices of $\kappa$ are compared. For $\kappa=2$, the original Richter-Wang-Ley weight, $W^2$ is $1/e$ at $r=D/2$. For $\kappa=8\pi^2$, the Campbell-Fauchet weight, $W(D/2)=e^{-2\pi^2}=2.7\times10^{-9}$. At fixed spectrum and dispersion their diameters differ by $\sqrt{8\pi^2/2}=2\pi$.

\section{From envelope to lineshape}

Completing the square in each Cartesian direction gives
\begin{align}
\int e^{-r^2/s^2-i\mathbf q\cdot\mathbf r}\,d^3r
&=\prod_{i}\int e^{-(x_i+iq_is^2/2)^2/s^2}\,e^{-q_i^2s^2/4}\,dx_i\nonumber\\
&=(\pi s^2)^{3/2}e^{-q^2s^2/4}.
\end{align}
After dropping the constant, the squared amplitude is $|C(q)|^2=e^{-q^2s^2/2}$. Each component of $\mathbf q$ has variance $1/s^2$, so $\langle q^2\rangle=3/s^2$.

Silicon has two atoms, A and B, per cell. At the zone centre they move in opposition, with pattern $(\mathbf e,-\mathbf e)/\sqrt2$ for polarization $\mathbf e$. A bulk mode of branch $j$ has the normalized eigenvector $(\boldsymbol\epsilon_A,\boldsymbol\epsilon_B)$. Its squared overlap with the pattern, averaged over three perpendicular $\mathbf e$, is
\begin{equation}
P_j(\mathbf q)=\frac13\sum_{\mathbf e}\frac{|\mathbf e\cdot(\boldsymbol\epsilon_A-\boldsymbol\epsilon_B)|^2}{2}
=\frac{|\boldsymbol\epsilon_A-\boldsymbol\epsilon_B|^2}{6}.
\end{equation}
Completeness gives $\sum_jP_j=1$ over the six branches. Different bulk modes are taken to scatter incoherently, and each is given the same Lorentzian damping:
\begin{equation}
I(\omega)\propto\int_{\rm BZ}d^3q\,e^{-q^2s^2/2}\sum_j
\frac{P_j(\mathbf q)}{[\omega-\omega_j(\mathbf q)]^2+\gamma^2}.
\label{line}
\end{equation}
A simplified form has one isotropic branch with $P=1$. Slowly varying thermal and $1/\omega$ factors are omitted; across a line 16 cm$^{-1}$ wide near 520 cm$^{-1}$, the factor $1/\omega$ changes by about 3\%. In the silicon example below, weighting each mode by $(n+1)/\omega$ at 300 K raises the Keating diameter from 3.91 to 3.94 nm, about 1\%. Replacing the sum over atoms by an integral neglects reciprocal-lattice images of $C$. This needs little Gaussian weight outside the zone.

\section{Quadratic dispersion and its two limits}

Put $\delta=\omega-\omega_0$, $p=s^2/2$ and $b^2=(\delta+i\gamma)/c$ with $\mathrm{Re}\,b>0$. Since $1/(x^2+\gamma^2)=-\gamma^{-1}\,\mathrm{Im}\,(x+i\gamma)^{-1}$, the integral over all $\mathbf q$ is
\begin{equation}
I=-\frac{4\pi}{\gamma c}\,\mathrm{Im}\int_0^\infty\frac{q^2e^{-pq^2}}{q^2+b^2}\,dq .
\end{equation}
Write $q^2/(q^2+b^2)=1-b^2/(q^2+b^2)$. The first term gives a real integral and drops out. For the second, define
\begin{equation}
K(p)=\int_0^\infty\frac{e^{-p(q^2+b^2)}}{q^2+b^2}\,dq,\qquad
K'(p)=-\frac{\sqrt\pi}{2\sqrt p}\,e^{-pb^2}.
\end{equation}
For $\mathrm{Re}\,b^2>0$, $K(\infty)=0$. Integrating back from infinity with $t=v^2$ gives
\begin{equation}
K(p)=\sqrt\pi\int_{\sqrt p}^{\infty}e^{-b^2v^2}dv=\frac{\pi}{2b}\,\mathrm{erfc}(b\sqrt p).
\end{equation}
Analytic continuation extends this to $\mathrm{Re}\,b>0$. With $\mathrm{erfcx}(z)=e^{z^2}\mathrm{erfc}(z)$,
\begin{equation}
I(\omega)=\frac{2\pi^2}{\gamma c}\,\mathrm{Im}\!\left[b\,\mathrm{erfcx}(b\sqrt p)\right].
\label{closed}
\end{equation}
This is a reference for the zone sum when the weight at the zone edge is small. It should be evaluated with a library function for erfcx, because the separate factors can overflow or underflow.

For a narrow natural line, the spectrum is the density of shifts $x=cq^2$. Since $q^2dq\propto x^{1/2}dx$, this density is $x^{1/2}e^{-xs^2/2c}$. Setting its logarithmic derivative to zero gives
\begin{equation}
\frac1{2x}-\frac{s^2}{2c}=0,\qquad \Delta=\frac{c}{s^2}=\frac{\kappa c}{D^2}.
\end{equation}
For a broad natural line, expand the Lorentzian about its centre:
\begin{equation}
I\propto\left\langle\frac1{(\delta+x)^2+\gamma^2}\right\rangle
\simeq\frac1{\gamma^2}\left[1-\frac{\langle(\delta+x)^2\rangle}{\gamma^2}\right].
\end{equation}
The maximum is at $\delta=-\langle x\rangle=-c\langle q^2\rangle$, so $\Delta=3c/s^2=3\kappa c/D^2$. Thus $\nu$ in Eq.~\eqref{scale} tends to 1 and 3 in the two limits. A calibration of the form $\Delta\propto D^{-2}$ with a fixed prefactor is safe only within one of them.

\section{Dispersion from a Keating force field}

A force field supplies all branches and their anisotropy. Let $\mathbf n$ be unit bond vectors and take the harmonic energy
\begin{align}
E={}&\tfrac12k_s\sum_{\rm bonds}[\mathbf n\cdot(\mathbf u_B-\mathbf u_A)]^2\nonumber\\
&+\tfrac12k_b\sum_{\rm angles}[\mathbf n_1\cdot(\mathbf u_2-\mathbf u_0)+\mathbf n_2\cdot(\mathbf u_1-\mathbf u_0)]^2 .
\end{align}
Atom 0 is the vertex of the angle. Let $\mathbf q$ lie along $[100]$, and let $\varphi=qa/4$, where $a$ is the cubic lattice constant. From an A atom, bonds 1 and 2, along $(1,1,1)$ and $(1,\bar1,\bar1)$, carry the phase $e^{i\varphi}$. Bonds 3 and 4, along $(\bar1,1,\bar1)$ and $(\bar1,\bar1,1)$, carry $e^{-i\varphi}$. The atomic amplitudes are $A$ and $B$. Define $\alpha=4k_s/3$ and $\beta=16k_b/3$.

For polarization $[011]$, the projections of $\mathbf n_1,\dots,\mathbf n_4$ are $g,-g,0,0$ with $g^2=2/3$. The two active bonds contribute $\alpha|Be^{i\varphi}-A|^2$ to the quadratic form. At the A vertex, angle $(1,2)$ gives $g(u_2-u_1)=0$, angle $(3,4)$ gives zero, and the four mixed angles each give $k_bg^2|Be^{-i\varphi}-A|^2$. The B vertex contributes equally. The total is
\begin{align}
&\alpha|Be^{i\varphi}-A|^2+\beta|Be^{-i\varphi}-A|^2\nonumber\\
&=(\alpha+\beta)(|A|^2+|B|^2)-2\,\mathrm{Re}\,[A^*B(\alpha e^{i\varphi}+\beta e^{-i\varphi})].
\end{align}
The upper eigenvalue of this $2\times2$ form is
\begin{equation}
M\omega_{\rm TO}^2=\alpha+\beta+\sqrt{\alpha^2+\beta^2+2\alpha\beta\cos2\varphi}.
\label{to}
\end{equation}
Polarization $[01\bar1]$ replaces $\varphi$ by $-\varphi$ and gives the same frequency. Mirror symmetry keeps these polarizations and the longitudinal one separate.

For longitudinal motion, the projections are $\pm1/\sqrt3$ and the optical mode has $A=-B$. Then $|Be^{\pm i\varphi}-A|^2=2B^2(1+\cos\varphi)$. The bonds give $\frac83k_sB^2(1+\cos\varphi)$. At one vertex, the two same-phase angles give $\frac{16}3k_bB^2(1+\cos\varphi)$, and the four mixed ones give $4\cdot\frac43k_bB^2\sin^2\varphi$. Doubling the angle terms for the two vertices, adding the bonds and dividing by the norm $2B^2$,
\begin{equation}
M\omega_{\rm LO}^2=\alpha(1+\cos\varphi)+\beta(1+\cos\varphi+\sin^2\varphi).
\label{lo}
\end{equation}

At $\varphi=0$ both results give $M\omega_0^2=2(\alpha+\beta)$. At X, $\varphi=\pi/2$, they give $2\alpha$ for TO (when $\alpha>\beta$) and $\alpha+2\beta$ for LO. To second order in $\varphi$, $M\omega^2$ falls by $(\alpha-\beta)\varphi^2/2$ for LO and by $2\alpha\beta\varphi^2/(\alpha+\beta)$ for each TO branch. A fall $\epsilon$ in $M\omega^2$ lowers $\omega$ by $\epsilon/(2M\omega_0)=\omega_0\epsilon/[4(\alpha+\beta)]$. Averaging the three branches,
\begin{equation}
c=\frac{\omega_0}{12(\alpha+\beta)}\left(\frac a4\right)^2
\left[\frac{\alpha-\beta}{2}+\frac{4\alpha\beta}{\alpha+\beta}\right].
\end{equation}
The branch sum at this order is a quadratic form in $\mathbf q$. Cubic symmetry makes it isotropic, so one direction suffices.

\section{Zone sum and diameter search}

Let $Q=2\pi/a$. One octant of the zone is the part of the cube $0\le q_i\le Q$ with $q_x+q_y+q_z\le3Q/2$. Reflection through the cube centre exchanges this part with the remainder, so it fills half the cube. The whole zone has volume $8Q^3/2=4Q^3$.

Use midpoints $q_i=(n_i+\frac12)Q/N$. For even $N$, no midpoint lies on the slanted face. Permutation symmetry allows $q_x\ge q_y\ge q_z$, with multiplicity 6, 3 or 1 for no, two or three equal components.

\begin{verbatim}
input: shift, gamma, kappa, N, dispersion
for each wedge point q:
    m(q) = multiplicity
    find w_j(q), P_j(q)   # one branch: P = 1
function peak_shift(s):
    a_j(q) = m(q) exp(-q^2 s^2/2) P_j(q)
    I(w) = sum a_j(q)/((w-w_j(q))^2+gamma^2)
    scan w coarsely; refine highest maximum
    return w0 - w_peak
bracket s so peak_shift(s)-shift changes sign
solve for s; return D = sqrt(kappa)*s
\end{verbatim}

There are about $N^3/12$ wedge points, each needing one $6\times6$ diagonalization. These are done once. Each intensity then costs about $N^3/2$ Lorentzians for six branches, or fewer if terms of negligible weight are dropped. Memory also grows as $N^3$.

The mesh must resolve the Lorentzian. Neighbouring points differ in frequency by about $2cq\,h$, with $h=Q/N$, and this should be below $\gamma$ at the wavevectors forming the peak. A larger step can turn the sum into separate spikes and mislead the maximum search. The search also fails if the requested shift lies outside the bracket. At very small $s$ the whole zone is sampled, and the peak follows the density of modes instead of $c/s^2$.

\section{A 5 cm$^{-1}$ shift in silicon}

Consider a nanocrystal film whose Raman peak lies 5 cm$^{-1}$ below a bulk line at 520 cm$^{-1}$. Take $\Gamma=3$ cm$^{-1}$ and $a=0.543$ nm, so $Q=11.57$ rad/nm. Three isotropic dispersions are used: a quadratic curve reaching 410 cm$^{-1}$ at $q=Q$; the cosine form $\omega^2=\omega_e^2+(\omega_0^2-\omega_e^2)\cos(\pi q/2Q)$ with the same edge $\omega_e$; and a quadratic curve reaching 445 cm$^{-1}$. The first has $c=110/11.57^2=0.82$ cm$^{-1}$\,nm$^2$.

The Keating field has $k_b/k_s=0.075$, hence $\beta/\alpha=0.3$. Its X frequencies are $520/\sqrt{1.3}=456$ cm$^{-1}$ for TO and $520\sqrt{1.6/2.6}=408$ cm$^{-1}$ for LO. Its mean curvature is 0.78 cm$^{-1}$\,nm$^2$. The search with $N=48$ gives:

\begin{center}
\begin{tabular}{lccc}
dispersion & $c$ & $D$, $\kappa=2$ & $D$, $\kappa=8\pi^2$\\
 & (cm$^{-1}$\,nm$^2$) & (nm) & (nm)\\
quadratic, 410 & 0.82 & 0.65 & 4.11\\
cosine, 410 & 0.91 & 0.69 & 4.33\\
quadratic, 445 & 0.56 & 0.54 & 3.39\\
Keating & 0.78 & 0.62 & 3.91
\end{tabular}
\end{center}

At fixed $\kappa$, the dispersions spread the answer by a factor $4.33/3.39=1.28$. The envelope changes it by 6.28. The two quadratic curves give a diameter ratio of 1.21, equal to $\sqrt{0.82/0.56}$ at this precision. The Keating diameter is 5\% below the first quadratic one, whereas $\sqrt c$ accounts for 2\%. A single quadratic branch with the Keating $c$ gives 4.01 nm. The remaining drop to 3.91 nm comes from the ways the Keating field differs from one quadratic branch: branch splitting, the overlaps $P_j$ and non-quadratic terms. These are not separated here.

The Keating solution has $s=0.44$ nm, giving an effective $\nu=\Delta s^2/c=5(0.44)^2/0.78\simeq1.24$, between the two limits. A single quadratic branch with the same $c$, linewidth and shift has $\nu=1.30$. The line has a full width of 15.8 cm$^{-1}$, with half widths of 11.1 on the low-frequency side and 4.7 on the high side. Within this model the same $s$ fixes shift, width and asymmetry. A measured line that disagrees with this set shows that an input (dispersion, natural width, reference frequency or envelope shape) is wrong, or that another broadening or shift mechanism is present.

Changing $N$ from 32 to 48 moves the Keating diameter at $\kappa=8\pi^2$ by 0.002 nm. The Gaussian weight outside the zone is 0.004\%, so neither matters here.

The small diameters at $\kappa=2$ expose another assumption. That envelope is still 0.61 at the nominal surface, yet the Gaussian transform includes its tail outside. If the envelope is set to zero beyond $D/2$ and transformed numerically, the Keating diameter rises from 0.62 to 1.36 nm. The sharp edge puts about 8\% of the weight outside the zone. Extending the integral over a cube of 16 zone volumes leaves 1.36 nm unchanged, while a direct sum over the 71 atoms inside this diameter gives a shift of 4.8 instead of 5.0 cm$^{-1}$. The cut adds $D$ as a second length, so the scaling with $s$ no longer applies. For $\kappa=8\pi^2$ the surface amplitude is negligible.

\section{Calibration against finite spheres}

The confinement constant can be estimated from standing waves. For a scalar vibration that vanishes at $r=D/2$, the lowest spherical solution is $\sin(2\pi r/D)/r$. Its wavenumber is $2\pi/D$, so $\Delta=4\pi^2c/D^2$. Equating this to $\nu\kappa c/D^2$ gives
\begin{equation}
\kappa=4\pi^2/\nu .
\end{equation}
With $\nu=1.30$, the value for a single quadratic branch at a 5 cm$^{-1}$ shift, $\kappa\simeq30$, between the two conventional values.

A fuller calculation diagonalizes the Keating force matrix of an atom-centred sphere. Each mode is weighted by its squared overlap with the uniform optical pattern and broadened with $\Gamma=3$ cm$^{-1}$. Clamped surfaces keep bonds to immobile outside atoms. Free surfaces omit those bonds, and atoms with fewer than two bonds are removed. The diameter assigns volume $a^3/8$ to each of the $N_a$ atoms, $D=(6N_aa^3/8\pi)^{1/3}$. The effective $\kappa$ is the value for which Eq.~\eqref{line}, with Keating branches, reproduces the peak.

\begin{center}
\begin{tabular}{lcccc}
surface & atoms & $D$ (nm) & shift (cm$^{-1}$) & $\kappa$\\
clamped & 191 & 1.94 & 7.1 & 29\\
free & 175 & 1.88 & 10.7 & 42\\
clamped & 597 & 2.84 & 3.5 & 27\\
free & 573 & 2.80 & 4.5 & 36
\end{tabular}
\end{center}

With $\kappa$ from the larger spheres, the 5 cm$^{-1}$ shift corresponds to $0.44\sqrt{27}\simeq2.3$ nm for clamped and $0.44\sqrt{36}\simeq2.6$ nm for free surfaces. The smaller spheres would give 2.4 and 2.8 nm. For this force field and these surfaces, the Campbell-Fauchet result of 3.9 nm is therefore too large by a factor of about 1.4 to 1.7. This calibration has two limits. First, the effective $\kappa$ depends on size: between 1.9 and 4.0 nm it falls from 29 to 22 for clamped and from about 41 to 27 for free surfaces, so the tabulated values apply only near the shifts listed. Second, it matches the peak position only. The sphere lines keep a full width of 3.0 to 3.2 cm$^{-1}$, essentially the natural width, whereas Eq.~\eqref{line} at the same shifts gives 11 to 30 cm$^{-1}$. The width and asymmetry of the Gaussian model are therefore not those of a single sphere of this force field. Dense diagonalization costs $O(N_a^3)$ time and $O(N_a^2)$ memory, so it suits calibration better than repeated fitting.

\section{Use on real films}

The bulk frequency, natural width and optical zone-edge values above are rough but typical of silicon near room temperature. The Keating transverse acoustic frequency at X, 250 cm$^{-1}$, is far above the real value of roughly 150 cm$^{-1}$, so this force field should not be used for acoustic spectra. Real films can also break the assumption that only confinement and the natural width shape the line. With $\kappa=8\pi^2$ and Keating dispersion held fixed, attributing 1 cm$^{-1}$ of the shift to something else changes $D$ from 3.9 to 4.5 nm; a missing 1 cm$^{-1}$ of softening changes it to 3.5 nm. Heating by about 50 K produces such a shift if the slope is roughly 0.02 cm$^{-1}$/K, and stress can act in either direction. A natural width of 5 instead of 3 cm$^{-1}$ gives 4.2 nm. For a Gaussian spread of diameters of 15\% about 3.9 nm, with intensity proportional to volume, the peak shift is 4.3 cm$^{-1}$ and a single-size fit returns 4.3 nm. Each of these errors is much smaller than the factor $2\pi$ between the two conventional envelopes. The largest, about 15\%, is however as large as the difference between the clamped and free spheres, and several errors can add up. Oxide, surface reconstruction and anharmonic coupling are absent from the spheres, and their effect on $\kappa$ is not determined here.

A reported diameter should therefore state $\kappa$, the dispersion, $\Gamma$ and the bulk reference frequency at the sample temperature. Reporting $s$ as well lets the result be converted to another Gaussian envelope without refitting.
